# Fermi Resonance Between a Hydrogen Stretch and a Bending Overtone: test program

```python
"""
Fermi resonance of a hydrogen stretch with the overtone of a twofold bend.

Result under test: the cubic term (Phi/2) z (x^2+y^2) couples one stretch quantum
to the axially symmetric two-quantum bend state with the matrix element
    W = Phi (hbar/m)^(3/2) / (2 sqrt(2) w_b sqrt(w_s)),
and the pair has splitting Delta = sqrt(delta^2 + 4 W^2) and weak/strong ratio
    R = (Delta-|delta|)/(Delta+|delta|),  delta = E_stretch - E_overtone.
Force field: V = k_s (r-r0)^2/2 + k_b r0^2 theta^2/2, heavy atom at rest,
k_s = m w_s^2, k_b = m w_b^2, which gives Phi = (k_s - 2 k_b)/r0.
m: hydrogen mass; r0: bond length; w_s, w_b: angular frequencies.
Energies are wavenumbers in cm^-1 unless a name says otherwise.
The independent road is a diagonalization of the full three-dimensional
Schroedinger equation in spherical coordinates, with no cubic expansion.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

hbar = const.hbar
joule_per_cm = const.h * const.c * 100.0
mev_per_cm = joule_per_cm / const.e * 1e3
mass_h = const.m_p + const.m_e


def omega(wavenumber):
    return 2 * np.pi * const.c * 100.0 * wavenumber


def cubic_constant(nu_s, nu_b, r0, mass=mass_h):
    return mass * (omega(nu_s)**2 - 2 * omega(nu_b)**2) / r0


def coupling(nu_s, nu_b, r0, mass=mass_h):
    phi = cubic_constant(nu_s, nu_b, r0, mass)
    w_joule = phi * (hbar / mass)**1.5 / (
        2 * np.sqrt(2) * omega(nu_b) * np.sqrt(omega(nu_s)))
    return w_joule / joule_per_cm


def doublet(nu_s, overtone, w):
    delta = nu_s - overtone
    gap = np.sqrt(delta**2 + 4 * w**2)
    mean = (nu_s + overtone) / 2
    ratio = (gap - abs(delta)) / (gap + abs(delta))
    return mean - gap / 2, mean + gap / 2, gap, ratio


def invert(gap, ratio):
    return gap * np.sqrt(ratio) / (1 + ratio), gap * (1 - ratio) / (1 + ratio)


# ---- full three-dimensional diagonalization -------------------------------
N_LEG, N_RAD, KEEP_RAD, KEEP_ANG = 300, 30, 18, 10
u_nodes, u_weights = np.polynomial.legendre.leggauss(400)
theta_nodes = np.arccos(u_nodes)


def legendre_table(m_axis):
    """Normalized associated Legendre functions from l = m_axis upward."""
    def a(l):
        return np.sqrt((l**2 - m_axis**2) / (4.0 * l**2 - 1))
    first = (1 - u_nodes**2)**(m_axis / 2)
    first = first / np.sqrt(np.sum(u_weights * first**2))
    rows = [first, u_nodes * first / a(m_axis + 1)]
    for l in range(m_axis + 1, m_axis + N_LEG - 1):
        rows.append((u_nodes * rows[-1] - a(l) * rows[-2]) / a(l + 1))
    return np.array(rows), np.arange(m_axis, m_axis + N_LEG)


tables = {m: legendre_table(m) for m in (0, 2)}


def full_levels(nu_s, nu_b, r0, m_axis=0, morse_depth=None):
    """Absolute levels and squared elements of z/r0 from the lowest state."""
    b_rot = hbar**2 / (2 * mass_h * r0**2) / joule_per_cm
    table, l = tables[m_axis]
    bend_pot = nu_b**2 / (4 * b_rot) * theta_nodes**2
    h_ang = np.diag(b_rot * l * (l + 1.0)) + (table * u_weights * bend_pot) @ table.T
    e_ang, c_ang = np.linalg.eigh(h_ang)
    e_ang, c_ang = e_ang[:KEEP_ANG], c_ang[:, :KEEP_ANG]
    kin_ang = c_ang.T @ np.diag(b_rot * l * (l + 1.0)) @ c_ang
    cos_ang = c_ang.T @ ((table * u_weights * u_nodes) @ table.T) @ c_ang
    n = np.arange(N_RAD)
    step = np.sqrt(n[1:] / 2.0)
    q, vec = np.linalg.eigh(np.diag(step, 1) + np.diag(step, -1))
    x = np.sqrt(2 * b_rot / nu_s) * q            # (r - r0)/r0

    def radial(values):
        return ((vec * values) @ vec.T)[:KEEP_RAD, :KEEP_RAD]

    h_rad = np.diag(nu_s * (n[:KEEP_RAD] + 0.5))
    if morse_depth is not None:                  # same curvature at r0
        stiff = nu_s**2 / (4 * b_rot)
        a = np.sqrt(stiff / morse_depth)
        h_rad = h_rad + radial(morse_depth * (1 - np.exp(-a * x))**2 - stiff * x**2)
    ham = (np.kron(h_rad, np.eye(KEEP_ANG)) + np.kron(np.eye(KEEP_RAD), np.diag(e_ang))
           + np.kron(radial((1 + x)**-2 - 1), kin_ang))
    energy, state = np.linalg.eigh(ham)
    z_op = np.kron(radial(1 + x), cos_ang)
    return energy, (state.T @ z_op @ state[:, 0])**2


def full_doublet(nu_s, nu_b, r0, morse_depth=None):
    energy, strength = full_levels(nu_s, nu_b, r0, 0, morse_depth)
    low, high = energy[1:3] - energy[0]
    s_low, s_high = strength[1:3]
    centroid = (low * s_low + high * s_high) / (s_low + s_high)
    return low, high, high - low, s_high / s_low, centroid


# ---- test: cubic constant from the potential itself ------------------------
xs, zs = sp.symbols("x z", real=True)
ks, kb, rs = sp.symbols("k_s k_b r_0", positive=True)
pot = (ks * (sp.sqrt((rs + zs)**2 + xs**2) - rs)**2 / 2
       + kb * rs**2 * sp.atan(xs / (rs + zs))**2 / 2)
phi_symbolic = sp.simplify(sp.diff(pot, xs, 2, zs).subs({xs: 0, zs: 0}))
assert sp.simplify(phi_symbolic - (ks - 2 * kb) / rs) == 0

# ---- test: matrix elements by quadrature over oscillator functions --------
g, gw = np.polynomial.hermite.hermgauss(12)
f0 = np.full_like(g, np.pi**-0.25)
f1 = np.sqrt(2) * g * np.pi**-0.25
f2 = (2 * g**2 - 1) / np.sqrt(2) * np.pi**-0.25


def quadrature_element(nu_s, nu_b, r0, sign):
    """Stretch quantum against (|2,0> + sign |0,2>)/sqrt(2) of the bend."""
    phi = float(phi_symbolic.subs({ks: mass_h * omega(nu_s)**2,
                                   kb: mass_h * omega(nu_b)**2, rs: r0}))
    ls = np.sqrt(hbar / (mass_h * omega(nu_s)))
    lb = np.sqrt(hbar / (mass_h * omega(nu_b)))
    z_part = ls * np.sum(gw * f1 * g * f0)
    over = (np.outer(f2, f0) + sign * np.outer(f0, f2)) / np.sqrt(2)
    rho2 = lb**2 * (g[:, None]**2 + g[None, :]**2)
    bend = np.sum(np.outer(gw, gw) * np.outer(f0, f0) * rho2 * over)
    return phi / 2 * z_part * bend / joule_per_cm


# ---- worked example: inputs ------------------------------------------------
nu_s, nu_b, r0 = 1560.0, 810.0, 0.16e-9
w = coupling(nu_s, nu_b, r0)
assert abs(quadrature_element(nu_s, nu_b, r0, +1) / w - 1) < 1e-10
assert abs(quadrature_element(nu_s, nu_b, r0, -1)) < 1e-10 * w
len_s = np.sqrt(hbar / (mass_h * omega(nu_s)))
len_b = np.sqrt(hbar / (mass_h * omega(nu_b)))
small = len_b / r0
w_res = nu_b / 2 * small
assert abs(quadrature_element(2 * nu_b, nu_b, r0, +1) / w_res - 1) < 1e-10

low, high, gap, ratio = doublet(nu_s, 2 * nu_b, w)
two_e, two_v = np.linalg.eigh(np.array([[nu_s, w], [w, 2 * nu_b]]))
assert np.allclose(two_e, [low, high], rtol=1e-12)
assert abs(two_v[0, 1]**2 / two_v[0, 0]**2 - ratio) < 1e-10
mix_deg = np.degrees(np.arctan(np.sqrt(ratio)))

# ---- test: exact resonance, splitting tends to 2W as l_b/r0 shrinks --------
res_ratio = []
for scale in (1, 2, 4):
    res_gap = full_doublet(2 * nu_b, nu_b, scale * r0)[2]
    res_ratio.append(res_gap / (2 * coupling(2 * nu_b, nu_b, scale * r0)))
res_error = np.abs(np.array(res_ratio) - 1)
assert res_error[2] < 0.01 and res_error[2] < res_error[0] / 4

# ---- test: detuned doublet at small l_b/r0 ---------------------------------
# Tolerances cover second-order terms, relative size about l_b/r0 = 0.03.
far_r0, far_nu = 4 * r0, 2 * nu_b + (nu_s - 2 * nu_b) / 4
far_w = coupling(far_nu, nu_b, far_r0)
far_model = doublet(far_nu, 2 * nu_b, far_w)
far_full = full_doublet(far_nu, nu_b, far_r0)
far_w_inv = invert(far_full[2], far_full[3])[0]
assert abs(far_full[2] / far_model[2] - 1) < 0.03
assert abs(far_full[3] / far_model[3] - 1) < 0.10
assert abs(far_w_inv / far_w - 1) < 0.03
assert abs(far_full[4] - far_nu) < 0.08 * far_w
far_e = (full_levels(far_nu, nu_b, far_r0, 2)[0][0]
         - full_levels(far_nu, nu_b, far_r0, 0)[0][0])
assert abs(far_e - 2 * nu_b) < 0.2 * far_w       # E member stays unmixed

# ---- example: full force field and inversion -------------------------------
f_low, f_high, f_gap, f_ratio, f_centroid = full_doublet(nu_s, nu_b, r0)
w_inv, delta_inv = invert(f_gap, f_ratio)
assert abs(w_inv / w - 1) < small                # next order in l_b/r0
e_member = (full_levels(nu_s, nu_b, r0, 2)[0][0]
            - full_levels(nu_s, nu_b, r0, 0)[0][0])

# ---- sizes of neglected effects --------------------------------------------
depth_ev = 3.0
depth = depth_ev * const.e / joule_per_cm
m_low, m_high, m_gap, m_ratio, _ = full_doublet(nu_s, nu_b, r0, depth)

mass_si = 28 * const.atomic_mass
reduced = mass_h * mass_si / (mass_h + mass_si)
recoil = coupling(nu_s, nu_b, r0, reduced) / w - 1

warp = 20.0                                      # warp*(qx^3 - 3 qx qy^2)
nb = 10
s = np.sqrt(np.arange(1, nb) / 2.0)
q1 = np.diag(s, 1) + np.diag(s, -1)
trig = warp * (np.kron(q1 @ q1 @ q1, np.eye(nb)) - 3 * np.kron(q1, q1 @ q1))
quanta = np.add.outer(np.arange(nb), np.arange(nb)).ravel()


def warp_shift(state, n_state):
    amp = trig @ state
    other = quanta != n_state
    return np.sum(amp[other]**2 / (nu_b * (n_state - quanta[other])))


ground = np.zeros(nb * nb)
ground[0] = 1
sym_over = np.zeros(nb * nb)
sym_over[[2, 2 * nb]] = 1 / np.sqrt(2)
trig_shift = warp_shift(sym_over, 2) - warp_shift(ground, 0)

direct = 0.05                                    # overtone/stretch dipole


def ratio_with_direct(t):
    amp = two_v.T @ np.array([1.0, t])
    return amp[1]**2 / amp[0]**2


temperature = 300.0
hot = 2 * np.exp(-nu_b * joule_per_cm / (const.k * temperature))

# ---- output ----------------------------------------------------------------
print(f"stretch, harmonic input: {nu_s:.0f} cm^-1")
print(f"bend, harmonic input: {nu_b:.0f} cm^-1")
print(f"bond length r0: {r0*1e9:.2f} nm")
print(f"hydrogen mass: {mass_h:.4e} kg")
print(f"stretch length l_s: {len_s*1e9:.5f} nm")
print(f"bend length l_b: {len_b*1e9:.5f} nm")
print(f"small parameter l_b/r0: {small:.4f}")
print(f"k_s: {mass_h*omega(nu_s)**2:.2f} N/m")
print(f"k_b: {mass_h*omega(nu_b)**2:.2f} N/m")
print(f"Phi: {cubic_constant(nu_s, nu_b, r0)*1e-9:.1f} N/m per nm")
print(f"coupling W: {w:.2f} cm^-1 = {w*mev_per_cm:.3f} meV")
print(f"W if stretch were at 2*bend: {w_res:.2f} cm^-1")
print(f"detuning delta: {nu_s-2*nu_b:.1f} cm^-1")
print(f"two-level lower line: {low:.1f} cm^-1 = {low*mev_per_cm:.2f} meV")
print(f"two-level upper line: {high:.1f} cm^-1 = {high*mev_per_cm:.2f} meV")
print(f"two-level splitting: {gap:.1f} cm^-1 = {gap*mev_per_cm:.2f} meV")
print(f"two-level ratio R (upper/lower): {ratio:.3f}")
print(f"mixing angle from R: {mix_deg:.1f} degrees")
print("-- full diagonalization, same force field --")
print(f"lower line: {f_low:.1f} cm^-1")
print(f"upper line: {f_high:.1f} cm^-1")
print(f"splitting: {f_gap:.1f} cm^-1")
print(f"ratio upper/lower: {f_ratio:.3f}")
print(f"strength-weighted centroid: {f_centroid:.1f} cm^-1")
print(f"W inverted from this doublet: {w_inv:.2f} cm^-1")
print(f"|delta| inverted from this doublet: {delta_inv:.1f} cm^-1")
print(f"unmixed E member of overtone: {e_member:.1f} cm^-1")
print("-- limit checks --")
for scale, value in zip((1, 2, 4), res_ratio):
    print(f"resonant splitting/(2W), r0 times {scale}: {value:.5f}")
print(f"detuned, r0 times 4, stretch input: {far_nu:.1f} cm^-1")
print(f"detuned, splitting full/model: {far_full[2]/far_model[2]:.4f}")
print(f"detuned, R full/model: {far_full[3]/far_model[3]:.4f}")
print(f"detuned, inverted W/formula W: {far_w_inv/far_w:.4f}")
print("-- neglected effects --")
print(f"Morse depth used: {depth_ev:.1f} eV")
print(f"Morse bond, lower line: {m_low:.1f} cm^-1")
print(f"Morse bond, upper line: {m_high:.1f} cm^-1")
print(f"Morse bond, splitting: {m_gap:.1f} cm^-1")
print(f"Morse bond, ratio upper/lower: {m_ratio:.3f}")
print(f"free-silicon recoil, change of W: {100*recoil:.2f} percent")
print(f"trigonal warping constant used: {warp:.0f} cm^-1")
print(f"warping shift of A1 overtone: {trig_shift:.2f} cm^-1")
print(f"direct dipole ratio used: {direct:.2f}")
print(f"R with direct dipole +: {ratio_with_direct(direct):.3f}")
print(f"R with direct dipole -: {ratio_with_direct(-direct):.3f}")
print(f"bend/ground population at {temperature:.0f} K: {100*hot:.2f} percent")
print("finished without a failed check")
```

Output:

```
stretch, harmonic input: 1560 cm^-1
bend, harmonic input: 810 cm^-1
bond length r0: 0.16 nm
hydrogen mass: 1.6735e-27 kg
stretch length l_s: 0.01464 nm
bend length l_b: 0.02032 nm
small parameter l_b/r0: 0.1270
k_s: 144.51 N/m
k_b: 38.96 N/m
Phi: 416.2 N/m per nm
coupling W: 44.80 cm^-1 = 5.554 meV
W if stretch were at 2*bend: 51.44 cm^-1
detuning delta: -60.0 cm^-1
two-level lower line: 1536.1 cm^-1 = 190.45 meV
two-level upper line: 1643.9 cm^-1 = 203.82 meV
two-level splitting: 107.8 cm^-1 = 13.37 meV
two-level ratio R (upper/lower): 0.285
mixing angle from R: 28.1 degrees
-- full diagonalization, same force field --
lower line: 1535.0 cm^-1
upper line: 1647.9 cm^-1
splitting: 112.9 cm^-1
ratio upper/lower: 0.225
strength-weighted centroid: 1555.7 cm^-1
W inverted from this doublet: 43.75 cm^-1
|delta| inverted from this doublet: 71.4 cm^-1
unmixed E member of overtone: 1623.1 cm^-1
-- limit checks --
resonant splitting/(2W), r0 times 1: 1.00242
resonant splitting/(2W), r0 times 2: 1.00060
resonant splitting/(2W), r0 times 4: 1.00015
detuned, r0 times 4, stretch input: 1605.0 cm^-1
detuned, splitting full/model: 1.0120
detuned, R full/model: 0.9374
detuned, inverted W/formula W: 0.9949
-- neglected effects --
Morse depth used: 3.0 eV
Morse bond, lower line: 1476.4 cm^-1
Morse bond, upper line: 1615.8 cm^-1
Morse bond, splitting: 139.4 cm^-1
Morse bond, ratio upper/lower: 0.078
free-silicon recoil, change of W: 1.78 percent
trigonal warping constant used: 20 cm^-1
warping shift of A1 overtone: -14.81 cm^-1
direct dipole ratio used: 0.05
R with direct dipole +: 0.360
R with direct dipole -: 0.222
bend/ground population at 300 K: 4.11 percent
finished without a failed check
```
